# Norm conservation and the energy derivative of the logarithmic derivative: a program that tests the result

```python
"""Norm conservation and the energy derivative of the logarithmic derivative.

Result under test, for a regular radial solution u(r,E) in a local potential:
    dD/dE = -(2m/hbar^2) * integral_0^R u^2 dr / u(R)^2,   D = u'(R)/u(R).
Hence equal |u(R)| and equal enclosed norm give equal dD/dE.
R: core radius; l: angular momentum; E: energy; V: potential.
Example: Al atom, spherical spin-restricted LDA (Slater exchange + VWN5).
Internal units: hartree and bohr. Printed units: eV and nm unless labelled.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import eval_legendre, roots_jacobi
from pyscf.dft import libxc

HA = sc.physical_constants["Hartree energy in eV"][0]
A0 = sc.physical_constants["Bohr radius"][0] * 1e9
LIGHT = 1.0 / sc.fine_structure
PREF = 2 * sc.m_e / sc.hbar**2 * sc.e * 1e-18      # 1/(eV nm^2)
Z = 13
R_NM = 0.11
R = R_NM / A0

# ---------- spectral grid for the whole atom (mapped Legendre-Lobatto) ----------
NG, LMAP, RMAX = 120, 2.0, 50.0
alpha = 2 * LMAP / RMAX
xg = roots_jacobi(NG - 1, 1, 1)[0]
pn = eval_legendre(NG, xg)
rg = LMAP * (1 + xg) / (1 - xg + alpha)
jac = LMAP * (2 + alpha) / (1 - xg + alpha) ** 2
dx = xg[:, None] - xg[None, :]
np.fill_diagonal(dx, 1.0)
second = -2.0 / dx**2
np.fill_diagonal(second, -NG * (NG + 1) / (3 * (1 - xg**2)))
second = second / np.outer(jac, jac)
bary = (1 - xg**2) / pn


def interpolate(values, r):
    """Barycentric interpolation of atom-grid values to radii r."""
    r = np.atleast_1d(r)
    x = (r * (1 + alpha) - LMAP) / (LMAP + r)
    gap = x[:, None] - xg[None, :]
    gap = np.where(np.abs(gap) < 1e-14, 1e-14, gap)
    c = bary / gap
    return (c @ values) / c.sum(axis=1)


def levels(potential, l):
    """Eigenvalues and normalized radial functions u (columns)."""
    h = -0.5 * second + np.diag(potential + l * (l + 1) / (2 * rg**2))
    e, phi = np.linalg.eigh(h)
    scale = pn * np.sqrt(NG * (NG + 1) / (2 * jac))
    return e, phi * scale[:, None]


def lda_potential(n):
    """Slater exchange plus VWN5 correlation potential, unpolarized."""
    n = np.maximum(n, 1e-40)
    x = np.sqrt((3 / (4 * np.pi * n)) ** (1 / 3))
    a, b, c, x0 = 0.0310907, 3.72744, 12.9352, -0.10498
    q = np.sqrt(4 * c - b * b)
    big, big0 = x * x + b * x + c, x0 * x0 + b * x0 + c
    at = np.arctan(q / (2 * x + b))
    k = b * x0 / big0
    ec = a * (np.log(x * x / big) + 2 * b / q * at
              - k * (np.log((x - x0) ** 2 / big) + 2 * (b + 2 * x0) / q * at))
    den = q * q + (2 * x + b) ** 2
    dec = a * (2 / x - (2 * x + b) / big - 4 * b / den
               - k * (2 / (x - x0) - (2 * x + b) / big
                      - 4 * (b + 2 * x0) / den))
    return -(3 * n / np.pi) ** (1 / 3) + ec - x * dec / 6


def solve_atom(occupations):
    """Self-consistent electron potential (Hartree + xc) on the atom grid."""
    electrons = sum(sum(o) for o in occupations.values())
    w = (Z - 1) * (1 - np.exp(-2 * rg)) / rg
    for _ in range(400):
        shell = np.zeros_like(rg)
        for l, occ in occupations.items():
            _, u = levels(-Z / rg + w, l)
            for k, f in enumerate(occ):
                shell += f * u[:, k] ** 2
        rhs = -np.sqrt(jac) * shell / rg / pn
        ru = pn * np.linalg.solve(second, rhs) / np.sqrt(jac)
        ru += electrons * rg / RMAX
        new = ru / rg + lda_potential(shell / (4 * np.pi * rg**2))
        change = np.max(np.abs(rg * (new - w)))
        if change < 1e-7:
            return w
        w = w + 0.35 * (new - w)
    raise RuntimeError("atom did not converge")


# ---------- Chebyshev boundary-value problem on [0, R] ----------
MC = 56
kc = np.arange(MC + 1)
xc = np.cos(np.pi * kc / MC)
cc = np.where((kc == 0) | (kc == MC), 2.0, 1.0) * (-1.0) ** kc
dif = np.outer(cc, 1 / cc) / (xc[:, None] - xc[None, :] + np.eye(MC + 1))
dif -= np.diag(dif.sum(axis=1))
dif *= 2 / R
dif2 = dif @ dif
rc = R * (1 + xc) / 2
ri = rc[1:-1]
unit = np.zeros(MC + 1)
unit[0] = 2.0
wc = np.linalg.solve(np.polynomial.legendre.legvander(xc, MC).T, unit) * R / 2


def inside(v, e, l, projector=None, strength=0.0):
    """Regular solution with u(R)=1 and its D; optional separable term."""
    a = dif2[1:-1, 1:-1] - np.diag(l * (l + 1) / ri**2 + 2 * (v - e))
    if projector is not None:
        a = a - 2 * strength * np.outer(projector, projector * wc[1:-1])
    u = np.concatenate(([1.0], np.linalg.solve(a, -dif2[1:-1, 0]), [0.0]))
    return u, dif[0] @ u


def energy_slope(func, e, h=0.01):
    """Fourth-order central difference."""
    return (8 * (func(e + h) - func(e - h))
            - (func(e + 2 * h) - func(e - 2 * h))) / (12 * h)


def make_pseudo(l, e, d, v_edge, target):
    """Nodeless u with given D, continuous V and given norm, u(R)=1."""
    curv = l * (l + 1) / R**2 + 2 * (v_edge - e)
    p1 = d - (l + 1) / R
    p2 = curv - d * d + (l + 1) / R**2
    s1 = p1 / (2 * R)
    s2 = (p2 - 2 * s1) / (4 * R * R)

    def wave(k):
        t = rc**2 - R**2
        return (rc / R) ** (l + 1) * np.exp(s1 * t + s2 * t**2 / 2 + k * t**3)

    k = brentq(lambda q: np.log(wc @ wave(q) ** 2 / target), -1.0, 5.0,
               xtol=1e-14, rtol=1e-14)

    def potential(r):
        t = r**2 - R**2
        g1 = s1 + s2 * t + 3 * k * t**2
        g2 = s2 + 6 * k * t
        return e + 2 * (l + 1) * g1 + g1 + 2 * r**2 * g2 + 2 * r**2 * g1**2

    return wave(k), potential


def outward_d(w, e, l, c):
    """D from outward integration of the scalar-relativistic equations."""
    def mass(r, v):
        return 1 + (e - v) / (2 * c * c)

    def rhs(x, y):
        r = np.exp(x)
        v = -Z / r + interpolate(w, r)[0]
        m = mass(r, v)
        return [y[0] + 2 * m * r * y[1],
                -y[1] + r * (l * (l + 1) / (2 * m * r * r) + v - e) * y[0]]

    r0 = 1e-6
    m0 = mass(r0, -Z / r0 + interpolate(w, r0)[0])
    gam = np.sqrt(1 + l * (l + 1) - (Z / c) ** 2)
    s = solve_ivp(rhs, (np.log(r0), np.log(R)), [1.0, (gam - 1) / (2 * m0 * r0)],
                  method="DOP853", rtol=1e-10, atol=1e-12)
    assert s.success
    p, f = s.y[:, -1]
    return 1 / R + 2 * mass(R, -Z / R + interpolate(w, R)[0]) * f / p


# ---------- tests of the atom solver's ingredients ----------
sample = np.array([1e-3, 0.03, 1.0, 50.0])
reference = np.ravel(libxc.eval_xc("lda,vwn", sample)[1][0])
assert np.allclose(lda_potential(sample), reference, rtol=1e-5)
bare = levels(-Z / rg, 0)[0][:3]
assert np.allclose(bare, -Z**2 / (2 * np.array([1, 2, 3.0]) ** 2), atol=1e-5)

w_atom = solve_atom({0: [2, 2, 2], 1: [6, 1]})
w_ion = solve_atom({0: [2, 2, 2], 1: [6, 0]})
v_in = -Z / ri + interpolate(w_atom, ri)
v_edge = -Z / R + interpolate(w_atom, R)[0]
dv_in = interpolate(w_ion - w_atom, ri)

print(f"2m/hbar^2 = {PREF:.4f} 1/(eV nm^2)")
print(f"core radius R = {R_NM:.3f} nm")
print(f"potential change on ionization near nucleus = {dv_in[-1]*HA:.3f} eV")
print(f"potential change on ionization near R = {dv_in[0]*HA:.3f} eV")

for name, l, index in (("3s", 0, 2), ("3p", 1, 1)):
    e_all, u_all = levels(-Z / rg + w_atom, l)
    e0, orb = e_all[index], u_all[:, index]
    edge = interpolate(orb, R)[0]
    u_ae, d_ae = inside(v_in, e0, l)
    ratio = wc @ u_ae**2
    norm = ratio * edge**2

    # the eigenfunction and the boundary-value solution are the same function
    hr = 1e-3
    side = interpolate(orb, np.array([R - hr, R + hr]))
    assert abs((side[1] - side[0]) / (2 * hr * edge) - d_ae) < 1e-5
    xq, wq = np.polynomial.legendre.leggauss(200)
    rq = R + (RMAX - R) * (xq + 1) / 2
    outer = (RMAX - R) / 2 * wq @ interpolate(orb, rq) ** 2
    assert abs(norm + outer - 1) < 1e-5
    flips = np.where((orb[:-1] * orb[1:] < 0) & (rg[1:] < R))[0]
    assert len(flips) == index
    j = flips[-1]
    node = rg[j] - orb[j] * (rg[j + 1] - rg[j]) / (orb[j + 1] - orb[j])

    # identity for the all-electron atom: numerical slope against norm
    def ae(e):
        return inside(v_in, e, l)[1]
    slope_ae = energy_slope(ae, e0)
    assert abs(slope_ae / (-2 * ratio) - 1) < 1e-5
    slope_nm = slope_ae / (A0 * HA)
    formula_nm = -PREF * norm / (edge**2 / A0)
    assert abs(slope_nm / formula_nm - 1) < 1e-5

    # norm-conserving pseudo solution
    u_ps, pot = make_pseudo(l, e0, d_ae, v_edge, ratio)
    v_ps = pot(ri)
    u_check, d_ps = inside(v_ps, e0, l)
    assert np.max(np.abs(u_check - u_ps)) < 1e-6
    assert abs(d_ps - d_ae) < 1e-6

    def ps(e):
        return inside(v_ps, e, l)[1]
    slope_ps = energy_slope(ps, e0)
    assert abs(slope_ps / slope_ae - 1) < 1e-5
    # the kink of the joined potential at R limits this spectral eigenvalue
    joined = np.where(rg < R, pot(rg), -Z / rg + w_atom)
    assert abs(levels(joined, l)[0][0] - e0) < 3e-3

    # remaining misfit is of second order in the energy offset
    def even(h):
        return (ps(e0 + h) - ae(e0 + h) + ps(e0 - h) - ae(e0 - h)) / 2 \
            - (d_ps - d_ae)
    assert abs(even(0.02) / even(0.01) - 4) < 0.4

    # value and norm right, slope of u wrong: D differs, dD/dE does not
    _, pot_t = make_pseudo(l, e0, d_ae + 0.2, v_edge, ratio)
    v_t = pot_t(ri)
    assert abs(inside(v_t, e0, l)[1] - d_ae - 0.2) < 1e-6
    slope_t = energy_slope(lambda e: inside(v_t, e, l)[1], e0)
    assert abs(slope_t / slope_ae - 1) < 1e-5

    # norm-deficient pseudo solution, then repaired by augmentation
    u_b, pot_b = make_pseudo(l, e0, d_ae, v_edge, 0.7 * ratio)
    v_b = pot_b(ri)

    def bad(e):
        return inside(v_b, e, l)[1]
    slope_b = energy_slope(bad, e0)
    assert abs(bad(e0) - d_ae) < 1e-6
    assert abs(slope_b / slope_ae - 0.7) < 1e-5
    proj = ri ** (l + 1) * (1 - (ri / R) ** 2) ** 2
    overlap = np.sum(wc[1:-1] * proj * u_b[1:-1])
    charge = 0.3 * ratio / overlap**2

    def augmented(e):
        return inside(v_b, e, l, proj, charge * (e0 - e))[1]
    slope_aug = energy_slope(augmented, e0)
    assert abs(slope_aug / slope_ae - 1) < 1e-5

    # neglected effects
    d_nr = outward_d(w_atom, e0, l, 1e4 * LIGHT)
    assert abs(d_nr - d_ae) < 1e-5
    d_rel = outward_d(w_atom, e0, l, LIGHT)
    slope_rel = energy_slope(lambda e: outward_d(w_atom, e, l, LIGHT), e0)
    to_ev = HA / abs(slope_ae)
    e_ion = levels(-Z / rg + w_ion, l)[0][index]
    ion_gap = (inside(v_ps + dv_in, e_ion, l)[1]
               - inside(v_in + dv_in, e_ion, l)[1])
    slope_ion = energy_slope(lambda e: inside(v_in + dv_in, e, l)[1], e_ion)

    print(f"{name}: level E0 = {e0*HA:.4f} eV")
    print(f"{name}: outermost node = {node*A0:.4f} nm")
    print(f"{name}: u(R)^2 = {edge**2/A0:.4f} 1/nm")
    print(f"{name}: enclosed norm = {norm:.5f} (dimensionless)")
    print(f"{name}: D(E0) = {d_ae/A0:.4f} 1/nm")
    print(f"{name}: dD/dE from norm = {formula_nm:.5f} 1/(eV nm)")
    print(f"{name}: dD/dE all-electron = {slope_nm:.5f} 1/(eV nm)")
    print(f"{name}: same in atomic units = {slope_ae:.5f} 1/(hartree bohr)")
    print(f"{name}: dD/dE norm-conserving = {slope_ps/(A0*HA):.5f} 1/(eV nm)")
    print(f"{name}: dD/dE with 70% norm = {slope_b/(A0*HA):.5f} 1/(eV nm)")
    print(f"{name}: dD/dE augmented = {slope_aug/(A0*HA):.5f} 1/(eV nm)")
    print(f"{name}: pseudopotential at r=0 = {pot(0.0)*HA:.3f} eV")
    for off in (-2.0, 2.0, 5.0):
        e = e0 + off / HA
        good_gap, bad_gap = (ps(e) - ae(e)) * to_ev, (bad(e) - ae(e)) * to_ev
        if abs(off) < 3:
            assert abs(good_gap) < 0.5 * abs(bad_gap)
        print(f"{name}: offset {off:+.0f} eV, curve shift: conserving "
              f"{good_gap:.5f} eV, 70% norm {bad_gap:.5f} eV")
    print(f"{name}: relativistic curve shift = {(d_rel-d_ae)*to_ev:.4f} eV")
    print(f"{name}: relativistic change of dD/dE = "
          f"{100*(slope_rel/slope_ae-1):.3f} %")
    print(f"{name}: level in the ion = {e_ion*HA:.4f} eV")
    print(f"{name}: pseudo curve shift in ion potential = "
          f"{ion_gap*HA/abs(slope_ion):.5f} eV")

print("every check passed")
```

It prints:

```
2m/hbar^2 = 26.2468 1/(eV nm^2)
core radius R = 0.110 nm
potential change on ionization near nucleus = -8.452 eV
potential change on ionization near R = -7.621 eV
3s: level E0 = -7.8065 eV
3s: outermost node = 0.0426 nm
3s: u(R)^2 = 8.5863 1/nm
3s: enclosed norm = 0.36227 (dimensionless)
3s: D(E0) = -0.1774 1/nm
3s: dD/dE from norm = -1.10739 1/(eV nm)
3s: dD/dE all-electron = -1.10739 1/(eV nm)
3s: same in atomic units = -1.59460 1/(hartree bohr)
3s: dD/dE norm-conserving = -1.10739 1/(eV nm)
3s: dD/dE with 70% norm = -0.77517 1/(eV nm)
3s: dD/dE augmented = -1.10739 1/(eV nm)
3s: pseudopotential at r=0 = 27.513 eV
3s: offset -2 eV, curve shift: conserving -0.00537 eV, 70% norm -0.55620 eV
3s: offset +2 eV, curve shift: conserving -0.00684 eV, 70% norm 0.64926 eV
3s: offset +5 eV, curve shift: conserving -0.05218 eV, 70% norm 1.83883 eV
3s: relativistic curve shift = -0.1451 eV
3s: relativistic change of dD/dE = 0.806 %
3s: level in the ion = -14.8904 eV
3s: pseudo curve shift in ion potential = 0.00462 eV
3p: level E0 = -2.7904 eV
3p: outermost node = 0.0433 nm
3p: u(R)^2 = 5.0717 1/nm
3p: enclosed norm = 0.17471 (dimensionless)
3p: D(E0) = 5.2872 1/nm
3p: dD/dE from norm = -0.90416 1/(eV nm)
3p: dD/dE all-electron = -0.90416 1/(eV nm)
3p: same in atomic units = -1.30196 1/(hartree bohr)
3p: dD/dE norm-conserving = -0.90416 1/(eV nm)
3p: dD/dE with 70% norm = -0.63291 1/(eV nm)
3p: dD/dE augmented = -0.90416 1/(eV nm)
3p: pseudopotential at r=0 = -19.305 eV
3p: offset -2 eV, curve shift: conserving -0.00372 eV, 70% norm -0.56334 eV
3p: offset +2 eV, curve shift: conserving -0.00435 eV, 70% norm 0.64060 eV
3p: offset +5 eV, curve shift: conserving -0.03099 eV, 70% norm 1.77550 eV
3p: relativistic curve shift = -0.0601 eV
3p: relativistic change of dD/dE = 0.255 %
3p: level in the ion = -9.1614 eV
3p: pseudo curve shift in ion potential = 0.01589 eV
every check passed
```
